\section*{Langmuir coverage from a standard adsorption free energy}

\section{Problem}

A surface at $T=500\ \mathrm{K}$ is in equilibrium with an ideal gas whose partial pressure is $p=0.01$ bar. The standard adsorption free energy is $\Delta G^\circ=-0.10$ eV per molecule at this temperature. What fraction $\theta$ of the adsorption sites is occupied?

The surface has $M$ identical sites. A site holds at most one molecule, molecules adsorb intact, and molecules on different sites do not interact. These are the assumptions of the ideal Langmuir model.

A standard free energy has a meaning only together with its standard states. Here
\begin{equation}
\Delta G^\circ=f_s-\mu^\circ(T),
\label{eq:dg}
\end{equation}
where $\mu^\circ$ is the chemical potential of the gas at the standard pressure $p^\circ=1$ bar, and $f_s$ is the free energy of one molecule on one given site. The vibrations of the adsorbed molecule are included in $f_s$; the entropy of choosing which sites are occupied is not. It will be counted separately.

\section{First estimate by scaling}

While the surface is nearly empty, molecules do not compete for sites, so doubling the pressure doubles the number adsorbed: $\theta\propto p$. The preference of a molecule for a site over the gas at $p^\circ$ enters through a Boltzmann factor. Together these suggest
\begin{equation}
\theta\sim\frac{p}{p^\circ}\,e^{-\Delta G^\circ/k_BT}.
\label{eq:scaling}
\end{equation}
At 500 K the thermal energy is $k_BT\approx0.043$ eV, so the exponent is about $0.10/0.043\approx2.3$ and the exponential is about 10. The pressure ratio is 0.01. Hence $\theta\sim10\times0.01=0.1$.

The estimate shows two opposing factors. The negative $\Delta G^\circ$ favours adsorption tenfold, but the gas is a hundred times more dilute than in its standard state. The surface should therefore be mostly empty. The scaling argument does not supply the effect of sites that are already taken.

\section{Exact solution of the model}

\subsection{Chemical potential of the gas}

For $N$ molecules in a volume $V$ the partition function is
\begin{equation}
Z=\frac{1}{N!}\left(\frac{Vq}{\Lambda^3}\right)^N,\qquad
\Lambda=\frac{h}{\sqrt{2\pi mk_BT}},
\end{equation}
where $m$ is the molecular mass and $q$ describes rotation and vibration. With Stirling's formula, $\ln N!\approx N\ln N-N$, the free energy $F=-k_BT\ln Z$ is
\begin{equation}
F=-k_BT\left[N\ln\frac{Vq}{\Lambda^3}-N\ln N+N\right].
\end{equation}
Differentiating with respect to $N$, the terms $-1$ and $+1$ cancel:
\begin{equation}
\mu=\frac{\partial F}{\partial N}
=-k_BT\ln\frac{Vq}{N\Lambda^3}
=k_BT\ln\frac{p\Lambda^3}{q\,k_BT},
\end{equation}
where the last step uses $V/N=k_BT/p$. Subtracting the same expression at $p^\circ$ removes $\Lambda$ and $q$:
\begin{equation}
\mu=\mu^\circ+k_BT\ln\frac{p}{p^\circ}.
\label{eq:mugas}
\end{equation}

\subsection{Chemical potential on the surface}

There are $M!/[n!(M-n)!]$ ways to place $n$ molecules on $M$ sites. The free energy is $nf_s$ minus $k_BT$ times the logarithm of this number. By Stirling's formula,
\begin{equation}
F_s=nf_s-k_BT\left[M\ln M-n\ln n-(M-n)\ln(M-n)\right].
\end{equation}
The derivative of $n\ln n$ is $\ln n+1$, and that of $(M-n)\ln(M-n)$ is $-\ln(M-n)-1$. Therefore
\begin{equation}
\mu_s=\frac{\partial F_s}{\partial n}
=f_s+k_BT\ln\frac{n}{M-n}
=f_s+k_BT\ln\frac{\theta}{1-\theta},
\label{eq:musurf}
\end{equation}
with $\theta=n/M$. The logarithm vanishes at $\theta=1/2$. The adsorbate's standard state in Eq.~\eqref{eq:dg} is thus a half-filled ideal surface.

\subsection{Equilibrium}

Moving a molecule from gas to surface changes the total free energy by $\mu_s-\mu$, which is zero at equilibrium. Equating \eqref{eq:mugas} and \eqref{eq:musurf},
\begin{equation}
k_BT\ln\frac{\theta}{1-\theta}
=-(f_s-\mu^\circ)+k_BT\ln\frac{p}{p^\circ}
=-\Delta G^\circ+k_BT\ln\frac{p}{p^\circ}.
\end{equation}
Dividing by $k_BT$ and exponentiating gives
\begin{equation}
\frac{\theta}{1-\theta}=x,\qquad
x=K\frac{p}{p^\circ},\qquad K=e^{-\Delta G^\circ/k_BT}.
\label{eq:ratio}
\end{equation}
Then $\theta=x-x\theta$, so $\theta(1+x)=x$ and
\begin{equation}
\theta=\frac{x}{1+x}.
\label{eq:langmuir}
\end{equation}

\subsection{Numbers}

\begin{align}
k_BT&=8.6173\times10^{-5}\ \mathrm{eV/K}\times500\ \mathrm{K}=0.04309\ \mathrm{eV},\\
K&=e^{0.10/0.04309}=e^{2.321}=10.185,\\
x&=10.185\times0.01=0.10185,\\
\theta&=\frac{0.10185}{1.10185}=0.0924.
\end{align}
About 9.2\% of the sites are occupied.

The sign of $\Delta G^\circ$ alone does not decide whether a surface is full. At the actual pressure, the free energy of moving a molecule from the gas to one given site is
\begin{equation}
\Delta G^\circ-k_BT\ln\frac{p}{p^\circ}=-0.1000+0.1984=+0.0984\ \mathrm{eV}.
\end{equation}
It is positive, so a given site is more often empty than occupied.

Stirling's formula can be avoided by summing over every division of molecules between a large ideal gas and 400 sites in a closed box. At a mean pressure of 0.010000 bar this sum gives $\theta=0.09243$, in agreement with Eq.~\eqref{eq:langmuir}.

\section{Comparison of estimate and solution}

The scaling estimate \eqref{eq:scaling} is the quantity $x$. Equation \eqref{eq:ratio} shows that $x$ is the ratio of occupied to \emph{empty} sites, whereas $\theta$ is the ratio of occupied to all sites. Their quotient is
\begin{equation}
\frac{x}{\theta}=1+x=1.102,
\end{equation}
so the unrounded estimate is too high by 10.2\% relative to $\theta$. The excess is the effect of site blocking, and it is small as long as $x\ll1$.

The estimate fails when $x$ reaches 1, at $p=p^\circ/K=0.0982$ bar (73.6 Torr). There it predicts a full surface, while Eq.~\eqref{eq:langmuir} gives one half. At 1 bar it would give $x=K=10.2$, which is impossible for a fraction; the solution is $10.185/11.185=0.911$. In this opposite limit the empty sites are the rare ones:
\begin{equation}
1-\theta=\frac{1}{1+x}\approx\frac1x\qquad(x\gg1).
\end{equation}
The fraction of vacancies then falls inversely with pressure.

The choice of standard pressure has a smaller effect. If the given $\Delta G^\circ$ referred to 1 atm instead of 1 bar, the coverage would be 0.0913.

\section{What limits the result}

\subsection{Free energy and temperature}

From the definition of $x$, $dx/d\Delta G^\circ=-x/k_BT$, and from Eq.~\eqref{eq:langmuir}, $d\theta/dx=1/(1+x)^2$. Since $1-\theta=1/(1+x)$, the product is
\begin{equation}
\frac{d\theta}{d\Delta G^\circ}=-\frac{\theta(1-\theta)}{k_BT}=-1.95\ \mathrm{eV^{-1}}.
\end{equation}
An error of 0.01 eV thus shifts $\theta$ by about 0.02: the full formula gives $-0.018$ for $+0.01$ eV and $+0.021$ for $-0.01$ eV. An error of 0.10 eV, a plausible size for a density-functional estimate, is too large for this linear rule: the full formula gives $\theta=0.509$ at $\Delta G^\circ=-0.20$ eV and 0.0099 at zero.

Temperature also acts through $\Delta G^\circ$ itself. Take $\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ$ with constant $\Delta H^\circ$ and a rough $\Delta S^\circ=-1.5$ meV/K. The value at 500 K fixes $\Delta H^\circ=-0.10-0.75=-0.85$ eV. With the pressure held at 0.01 bar,
\begin{align}
450\ \mathrm{K}:&\quad \Delta G^\circ=-0.175\ \mathrm{eV},\quad\theta=0.48,\\
550\ \mathrm{K}:&\quad \Delta G^\circ=-0.025\ \mathrm{eV},\quad\theta=0.017.
\end{align}
For scale, the translational entropy of an ideal gas of mass 18 u at 500 K and 1 bar follows from $S=-\partial\mu^\circ/\partial T$. Because $k_BT/\Lambda^3\propto T^{5/2}$,
\begin{equation}
S_{\mathrm{trans}}=k_B\left[\frac52+\ln\frac{k_BT}{p^\circ\Lambda^3}\right]=1.61\ \mathrm{meV/K}.
\end{equation}
The chosen entropy loss is comparable in size to this value. It remains a rough figure: a molecule such as water also loses free rotation, about 0.5 meV/K, and regains part of the total as vibration on the site. With $\Delta S^\circ=-1.0$ meV/K, and hence $\Delta H^\circ=-0.60$ eV, the coverages at 450 K and 550 K would be 0.32 and 0.028.

\subsection{Interacting neighbours}

Let each pair of occupied nearest-neighbour sites on a square lattice add an energy $w$. Enumerating all occupations of a periodic $4\times4$ lattice at the same $x$ gives $\theta=0.082$ for a repulsion $w=+0.02$ eV and 0.116 for an attraction $w=-0.02$ eV. An infinitely long strip six sites wide gives the same values to three decimals.

A stronger attraction can fill half the lattice. A configuration with $n$ molecules and $P$ occupied pairs has weight $x^ne^{-wP/k_BT}$. The lattice has $2M$ neighbour pairs, of which $4n-P$ touch an occupied site. Exchanging occupied and empty sites therefore changes $n$ to $M-n$ and $P$ to $2M-4n+P$, and multiplies the weight by
\begin{equation}
\left(x\,e^{-2w/k_BT}\right)^{M-2n}.
\end{equation}
If the bracket equals 1, both configurations have equal weight and the mean coverage of the finite lattice is one half. This requires
\begin{equation}
w=\frac{k_BT}{2}\ln x=-0.0492\ \mathrm{eV}.
\end{equation}
An attraction of about one $k_BT$ per pair is thus enough to invalidate the ideal result here.

\subsection{Dissociation}

Suppose instead that the molecule splits into two identical fragments, each free to occupy any site. Equilibrium then requires $2\mu_f=\mu$, where $\mu_f=f_f+k_BT\ln[\theta/(1-\theta)]$ and $f_f$ is the free energy of a fragment on a given site. With $\Delta G^\circ=2f_f-\mu^\circ$ per molecule,
\begin{equation}
2k_BT\ln\frac{\theta}{1-\theta}=-\Delta G^\circ+k_BT\ln\frac{p}{p^\circ}
\quad\Rightarrow\quad
\frac{\theta}{1-\theta}=\sqrt{x}.
\end{equation}
For the same numerical $\Delta G^\circ$ this gives $\theta=0.242$.

\subsection{Gas imperfection and time}

With a second virial coefficient $B$, the molar volume at low pressure is $RT/p+B$. Integrating the extra term over pressure adds $Bp$ to the molar chemical potential and multiplies $x$ by $e^{Bp/RT}$. For a rough $B=-200\ \mathrm{cm^3/mol}$ the exponent is $-4.8\times10^{-5}$, which is negligible.

To estimate the time to equilibrium, let molecules arrive at each site at a rate $r$ and stick with probability $s$ if the site is empty. If each adsorbed molecule leaves at a rate $r_d$,
\begin{equation}
\frac{d\theta}{dt}=sr(1-\theta)-r_d\theta.
\end{equation}
The steady state must obey Eq.~\eqref{eq:ratio}, so $r_d=sr/x$. Deviations decay at the rate $sr+r_d=sr(1+x)/x$, which gives $\tau=\theta_{\mathrm{eq}}/(sr)$, where $\theta_{\mathrm{eq}}$ is the equilibrium coverage. The flux $p/\sqrt{2\pi mk_BT}$ is $2.78\times10^7\ \mathrm{nm^{-2}\,s^{-1}}$ for mass 18 u. With roughly 5 sites per $\mathrm{nm^2}$, $r=5.6\times10^6\ \mathrm{s^{-1}}$. Then $\tau\approx17$ ns for $s=1$, and 0.17 ms for $s=10^{-4}$. This assumes that the gas pressure at the surface is already established.

\subsection{A water dose in oxide deposition}

A water dose in atomic layer deposition of an oxide illustrates how the result should be read. Suppose that water adsorbs as whole molecules on an already hydroxylated surface. The given $\Delta G^\circ$ is a model input, not a property computed for a particular oxide. With 5 sites per $\mathrm{nm^2}$, the result corresponds to 0.46 molecules per $\mathrm{nm^2}$. How strong a binding this requires depends on the entropy loss. With the loss assumed above, the given $\Delta G^\circ$ implies an adsorption enthalpy of $-0.85$ eV, which is strongly bound water; a more loosely held molecule losing only 1.0 meV/K would reach the same $\Delta G^\circ$ with $-0.60$ eV. An enthalpy of $-0.60$ eV with a loss of 1.5 meV/K would give $\Delta G^\circ=+0.15$ eV and a coverage of only about 0.0003. On a bare oxide, water can dissociate, which breaks the assumption of intact adsorption. The value 0.242 found above carries over only under further assumptions, because water splits into OH and H. If these move independently on two equally numerous kinds of site, equilibrium again gives $[\theta/(1-\theta)]^2=x$ and $\theta=0.242$. If they compete for one kind of site, each covers $\theta/2$, so $\theta/(1-\theta)=2\sqrt{x}$ and $\theta=0.390$. Unequal site numbers, or fragments that stay paired, give other values. Nor is $\theta$ the film growth per cycle, which depends on surface reactions outside this equilibrium model. The value 0.092 is therefore sharp for the stated model, but for a real surface it is no more certain than $\Delta G^\circ$ and the assumed form of adsorption.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 500 K
Pressure: 0.01 bar = 7.50 Torr
Standard pressure: 1 bar
Standard adsorption free energy: -0.10 eV
Boltzmann constant: 8.617333e-05 eV/K
kB T: 0.04309 eV
-dG/(kB T): 2.3209 (no unit)
Equilibrium constant K: 10.185 (no unit)
x = K p/p0: 0.10185 (no unit)
Langmuir coverage: 0.09243 = 9.24 %
Gas chemical potential shift kB T ln(p/p0): -0.1984 eV
Free energy dG - kB T ln(p/p0): 0.0984 eV
Closed box, number of sites: 400
Closed box, mean pressure: 0.010000 bar
Closed box, mean coverage: 0.09243
4x4 enumeration without interaction: 0.09243
Half-coverage pressure: 0.0982 bar = 73.6 Torr
Site density (rough): 5.0 per nm2
Adsorbed density: 0.462 per nm2
Slip, wrong sign of dG: 0.000981
Slip, pressure left out: 0.9106
Slip, x taken for coverage, relative error: 10.2 %
Coverage if dG refers to 1 atm: 0.09134
Slope d(theta)/d(dG): -1.947 per eV
Coverage at dG = -0.20 eV: 0.5092
Coverage at dG = 0.00 eV: 0.0099
Adsorption entropy (rough): -1.50 meV/K
Adsorption enthalpy from dG and dS: -0.850 eV
Gas translational entropy at 1 bar: 1.613 meV/K
At 450 K: dG = -0.175 eV, coverage = 0.4769
At 550 K: dG = -0.025 eV, coverage = 0.0167
Coverage, repulsion 0.02 eV per pair: 0.0823
Same, long strip of width 6: 0.0823
Coverage, attraction 0.02 eV per pair: 0.1158
Same, long strip of width 6: 0.1157
Pair energy giving half filling: -0.0492 eV
Coverage by fragments if dissociative: 0.2419
Same, explicit sum over 4000 sites: 0.2419
Second virial coefficient (rough): -200 cm3/mol
ln of fugacity coefficient: -4.81e-05 (no unit)
Coverage change by non-ideal gas: -4.0e-06
Molecular mass: 18 u
Impingement flux: 2.777e+07 per nm2 per s
Arrival rate per site: 5.555e+06 per s
Relaxation time, sticking 1: 16.64 ns
Relaxation time, sticking 0.0001: 0.166 ms
\end{verbatim}
